# Transient voltage fall in a ferroelectric capacitor charged through a resistor

## A capacitor whose voltage turns back

A source is switched on and charges a capacitor through a resistor. If the capacitor is an ordinary linear one, its voltage climbs steadily towards the source voltage. If its insulator is a ferroelectric that must reverse its polarization, the voltage may climb, turn back, and climb again, although current flows in the charging direction all the time. During the turn-back, charge goes up and voltage goes down. When does this happen, where does it begin and end, and how can both times be computed reliably?

Consider a uniform film of thickness $d$ and area $A$, with field $E$ and voltage $V=Ed$. The free charge per area on the electrode is $\sigma$. In atomic units,

$$\sigma=P+\varepsilon E,\qquad \varepsilon=\frac{\kappa}{4\pi}.$$

Here $P$ is the polarization that switches, and $\kappa$ is the background permittivity, which collects the fast linear response. In SI units $\varepsilon$ becomes $\kappa\varepsilon_0$; the equations below keep their form.

The source voltage $V_s$ is constant after switch-on. The resistor carries $V_s-V=RA\,d\sigma/dt$. Dividing by $d$ gives

$$\dot\sigma=\frac{E_s-E}{r},\qquad E_s=\frac{V_s}{d},\quad r=\frac{RA}{d}. \tag{1}$$

The Landau energy density is $G=aP^2/2+bP^4/4$ with $a<0<b$. Its derivative $F=aP+bP^3$ is the field that would hold $P$ at rest. The Landau-Khalatnikov equation says that any excess field drives $P$ against a damping $\rho$:

$$\rho\dot P=E-F(P). \tag{2}$$

Since $\varepsilon\dot E=\dot\sigma-\dot P$, equations (1) and (2) give

$$\varepsilon\dot E=S(E,P),\qquad S=\frac{E_s-E}{r}-\frac{E-F(P)}{\rho}. \tag{3}$$

The voltage therefore falls exactly while the polarization grows faster than the resistor supplies charge. The missing charge comes from the background part $\varepsilon E$ of the charge, which decreases.

## One step by hand

Take pure numbers: $a=-1$, $b=1$, $\rho=1$, $r=1$, $\varepsilon=\tfrac12$, $E_s=\tfrac32$. Let the film be at $P_0=0$ with $E_0=1$. This state is chosen for its simple numbers; a film charged from short circuit in this circuit would pass $P=0$ at a lower field. We advance by $h=1$, a step far too long for accuracy but convenient for arithmetic.

Let $x$ be the change of $P$, and $E_m=(E_0+E_1)/2$ the mean field of the step. In (2) we replace $F$ by its average over the traversed range of $P$, which is $\Delta G/\Delta P$:

$$\frac{\Delta G}{\Delta P}=\frac{-x^2/2+x^4/4}{x}=-\frac x2+\frac{x^3}{4}.$$

Equation (2) becomes $x=E_m+x/2-x^3/4$, or

$$E_m=\frac x2+\frac{x^3}{4}.$$

Charge balance reads $\varepsilon(E_1-E_0)=h(E_s-E_m)/r-x$. Because $E_1-E_0=2(E_m-1)$, the left side is $E_m-1$. Hence $E_m-1=\tfrac32-E_m-x$, and

$$E_m=\frac{5/2-x}{2}.$$

Equating the two expressions gives $x+x^3/4=5/4$. The left side increases with $x$, so $x=1$ is the only real root. Then $E_m=\tfrac34$ and $E_1=2E_m-E_0=\tfrac12$.

The field has dropped from $1$ to $\tfrac12$. The charge has gone from $0+\tfrac12\cdot1=\tfrac12$ to $1+\tfrac12\cdot\tfrac12=\tfrac54$. It rose by $\tfrac34$, which is what the resistor supplied: $E_s-E_m=\tfrac34$.

The energy account also closes. The work done on the film is $E_m\Delta\sigma=\tfrac9{16}$. The Landau energy changes by $-\tfrac14$, the background energy $\varepsilon E^2/2$ by $\tfrac14(\tfrac14-1)=-\tfrac3{16}$, and the damping heat is $\rho x^2/h=1$. Their sum is $\tfrac9{16}$.

Is the field still falling at the end? At the start, $S=\tfrac12-1=-\tfrac12$. At the end $F(1)=0$, so $S=1-\tfrac12=+\tfrac12$. A minimum of $E$ was passed inside the step. To locate it, we repeat the step from the same start with $h=\tfrac12$:

$$2x-\frac x2+\frac{x^3}{4}=\frac{7/4-x}{3/2}.$$

This gives $x\approx0.522$, $E_m\approx0.819$ and $E_1\approx0.637$. With $F\approx-0.380$, $S\approx0.863-1.017=-0.154$. The sign is still negative, so the minimum lies between $h=\tfrac12$ and $h=1$. Further halving leads to $h\approx0.65$. This is only the estimate of a single coarse step: the exact motion from the same start has its minimum at $t\approx0.78$, so an accurate time needs short steps.

## The step in general

For arbitrary $P_0$ and $P_1$, use $P_1^4-P_0^4=(P_1-P_0)(P_1+P_0)(P_1^2+P_0^2)$. Then

$$M\equiv\frac{\Delta G}{\Delta P}=\frac a2(P_0+P_1)+\frac b4(P_0+P_1)(P_0^2+P_1^2).$$

This polynomial needs no division, and it tends to $F(P_0)$ when $P_1\to P_0$. The scheme is

$$\rho\frac{\Delta P}{h}=E_m-M,\qquad \varepsilon\frac{\Delta E}{h}=\frac{E_s-E_m}{r}-\frac{\Delta P}{h}. \tag{4}$$

Insert $\Delta E=2(E_m-E_0)$ into the second equation and collect $E_m$:

$$E_m=\frac{2\varepsilon E_0+hE_s/r-(P_1-P_0)}{c},\qquad c=2\varepsilon+\frac hr.$$

The first equation is then one cubic equation for $P_1$:

$$f(P_1)=\frac{\rho}{h}(P_1-P_0)+M-E_m=0.$$

Can it have several roots, leaving the step ambiguous? Its derivative is

$$f'=\frac\rho h+\frac a2+\frac1c+\frac b4\left(P_0^2+2P_0P_1+3P_1^2\right).$$

The bracket equals $3(P_1+P_0/3)^2+\tfrac23P_0^2$, which is never negative. Thus $f'>0$ whenever

$$h<\frac{2\rho}{|a|}.$$

Under this condition there is exactly one real root, which Newton iteration started at $P_0$ can seek. The condition is sufficient, not necessary, and guarantees uniqueness rather than accuracy.

The energy account holds for every step. Multiply the first equation of (4) by $\Delta P$ to get $E_m\Delta P=\Delta G+\rho(\Delta P)^2/h$. Also, $\varepsilon E_m\Delta E=\varepsilon(E_1^2-E_0^2)/2$. Adding these, with $\Delta\sigma=\Delta P+\varepsilon\Delta E$, gives

$$E_m\Delta\sigma=\Delta G+\Delta\!\left(\frac{\varepsilon E^2}{2}\right)+\frac{\rho(\Delta P)^2}{h}.$$

The last term cannot be negative, so the numerical damping never creates energy.

For smooth motion, $M$ differs from $F$ at the midpoint of $P$ by a term of order $(\Delta P)^2$, hence $h^2$. The scheme is thus the midpoint rule with a change of order $h^2$ in the rate. The error per step is of order $h^3$, and over a fixed time of order $h^2$.

The full procedure is:

1. Start with the film short-circuited: $E=0$, $P=-P_s$, where $P_s=\sqrt{-a/b}$.
2. Solve the cubic, then set $E_1=2E_m-E_0$.
3. Compare the signs of $S$ before and after the step. A change from plus to minus marks the start of a fall; the reverse marks its end.
4. At a sign change, return to the old state and find the partial step $s$, with $0<s<h$, after which $S=0$.
5. Continue until $P$ is close to its final value.

A fall that starts and ends within one step would escape step 3, so $h$ must be short compared with the fall sought.

## Where the fall can lie

The slope of the Landau curve, $F'=a+3bP^2$, is negative for $|P|<P_i$, with $P_i=P_s/\sqrt3$. Because $bP_i^2=|a|/3$, the maximum on the left is

$$E_c=F(-P_i)=|a|P_i\left(1-\frac13\right)=\frac{2|a|P_s}{3\sqrt3},$$

the coercive field. The minimum at $+P_i$ is $-E_c$.

Take $E_s>E_c$. Then $F(P)=E_s$ has one root $P_f$, and $F<E_s$ for $P<P_f$. We first show that the motion stays in the region $F(P)<E<E_s$. On its upper edge, $E=E_s$, equation (3) gives $\varepsilon\dot E=-(E_s-F)/\rho<0$, which points inward. On its lower edge, $E=F$, we have $\dot P=0$ and $\varepsilon\dot E=(E_s-E)/r>0$, again inward. The start lies on the lower edge and moves in. Inside, (1) and (2) give $\dot\sigma>0$ and $\dot P>0$. Charge and polarization rise throughout, and $P$ approaches $P_f$.

Now collect the terms in $E$ in (3) and multiply by $\rho r/(\rho+r)$:

$$\tau\dot E=E^*(P)-E,\qquad E^*=\frac{\rho E_s+rF(P)}{\rho+r},\qquad \tau=\frac{\varepsilon\rho r}{\rho+r}. \tag{5}$$

The field pursues a moving target $E^*$ with time constant $\tau$, and falls exactly when it is above the target. Let $y=E-E^*$. Then

$$\dot y=-\frac y\tau-\frac{r}{\rho+r}F'(P)\dot P.$$

At the start $y<0$. While $P\le-P_i$, the last term is not positive, so $y$ cannot reach zero. It can do so only for $|P|<P_i$, where the last term is positive. If it does, $y$ becomes positive and cannot return to zero before $P$ has passed $+P_i$. Beyond $+P_i$ the last term is negative: once $y$ has returned to zero it stays negative. It must return, because $E$ finally approaches $E_s$ from below.

So for $E_s>E_c$ there is at most one falling interval. It starts with $P$ inside $(-P_i,P_i)$ and ends with $P>P_i$. It is not simply the interval of negative Landau slope. For $E_s<E_c$, the polarization stops at a rest point left of $-P_i$, and no fall occurs.

This was tested on ten randomly chosen circuits with $E_s$ between $1.3E_c$ and $3E_c$: none had more than one fall, and every fall found had its ends where stated. A run at $E_s=0.9E_c$ had none.

## A 10 nm film

Take $d=10$ nm, a square electrode of side $30$ µm, $R=5$ kΩ and $V_s=2$ V. The film has $P_s=20$ µC/cm², $E_c=1$ MV/cm, $\kappa=25$ and $\rho=50$ Ω m. Across this thickness, 1 MV/cm is 1 V, so $E_s=2$ MV/cm. The circuit parameter is

$$r=\frac{5000\times(30\times10^{-6})^2}{10\times10^{-9}}\ \Omega\,\mathrm m=450\ \Omega\,\mathrm m.$$

From the coercive field, $|a|=3\sqrt3E_c/(2P_s)=0.1299$ (MV/cm)/(µC/cm²). The inflection is at $P_i=20/\sqrt3=11.55$ µC/cm².

The weights in $E^*$ are $50/500=0.1$ and $450/500=0.9$. Thus $E^*=0.2\ \text{MV/cm}+0.9F$. As $F$ drops from $+1$ to $-1$ MV/cm, the target drops from $1.1$ to $-0.7$ MV/cm. This predicts a fall of nearly 1.8 V if the field follows closely.

The integration used $h=1$ ns, well below the uniqueness bound of 77 ns. Its turning points are:

| | Start of fall | End of fall |
|---|---|---|
| Time (ns) | 419.4 | 987.6 |
| Voltage (V) | 1.100 | −0.696 |
| $P$ (µC/cm²) | −11.35 | 12.15 |
| $\sigma$ (µC/cm²) | −8.92 | 10.61 |

The voltage falls by 1.796 V in 568 ns. As a field this is 1.796 MV/cm, or $1.796/5142=3.5\times10^{-4}$ atomic units. Over the same interval the charge rises by $10.61+8.92=19.53$ µC/cm². "Rises" refers to the signed charge, which begins negative because the initial polarization is negative.

The film voltage even changes sign. At the minimum the resistor carries $2+0.696\approx2.70$ V, so the charging current is then at its largest.

Against an independent adaptive integration, the turning times agree within 0.01 ns. Comparing steps of 4 and 2 ns gives an observed order of 1.97, consistent with second order. Over the whole run the work on the film is 17.85 J/cm³, of which 8.72 becomes heat and 9.14 is stored, equal within rounding.

## Weak and strong background response

When $\varepsilon$ is small, so is $\tau$. Equation (5) gives, to first order in $\tau$,

$$E(t)\approx E^*(t)-\tau\dot E^*(t)\approx E^*(t-\tau).$$

The field repeats the target with delay $\tau$. Its turning points come about $\tau$ after $P$ passes $\mp P_i$, and the fall tends to

$$\Delta V\to d\,[E^*(-P_i)-E^*(P_i)]=\frac{2E_cd\,r}{\rho+r}.$$

For the film, $\tau=9.96$ ns, and the actual delays are 9.93 and 10.00 ns. The limiting fall is 1.800 V, against 1.796 V.

For the duration, write $E=E_s-r(\dot P+\varepsilon\dot E)$ from (1) and insert it in (2):

$$(\rho+r)\dot P=E_s-F(P)-r\varepsilon\dot E. \tag{6}$$

Dropping the last term and integrating gives

$$T\to(\rho+r)\int_{-P_i}^{P_i}\frac{dP}{E_s-F(P)}.$$

This is 664 ns, 17 percent longer than the actual 568 ns. Why is the duration so much worse than the voltage? The two delays are almost equal, so they hardly alter the duration. But for nearly the whole passage from $-P_i$ to $P_i$ the field is falling, and the last term of (6), with its sign, is positive. It speeds up $P$: the decreasing background charge $\varepsilon E$ supplies part of the switching charge. Over the fall it gives up $2.2135\times1.796=3.98$ µC/cm², and this plus the supplied 19.53 makes the 23.50 µC/cm² gained by $P$, within rounding.

In the opposite limit, $\varepsilon$ is so large that $E$ hardly changes while $P$ switches. The field creeps up to $E_c$, and $P$ then runs across at nearly constant $E=E_c$. The driving excess $E-F$ is greatest at $P_i$, where it is $E_c-(-E_c)=2E_c$. The polarization can outrun the supply only if

$$\frac{2E_c}{\rho}>\frac{E_s-E_c}{r},\qquad\text{or}\qquad \frac r\rho>\frac{E_s-E_c}{2E_c}.$$

At $E_s=2E_c$ the threshold is $0.5$. With $\varepsilon$ enlarged a thousandfold and the film otherwise unchanged, a run at $r/\rho=0.3$ showed no fall and one at $0.7$ showed one. Exceeding the coercive field is therefore necessary but does not suffice in every circuit. The original film has $r/\rho=9$.

## What a measured fall says

By charge balance, $\varepsilon\dot E=\dot\sigma-\dot P$, a fall means that $P$ outruns $\sigma$, whatever drives $P$. A double-well energy is one possible cause. Another is domain growth, modelled by

$$\dot P=mE\left(1-\frac{P^2}{P_s^2}\right),$$

where the last factor is $4f(1-f)$ if a fraction $f$ of the film has switched. At a given field the rate is therefore greatest at half reversal, $P=0$. This law contains no double well in $P$. In the same circuit, starting from $P=-0.98P_s$ with an assumed $m=0.2$ (µC/cm²)/ns per MV/cm, it gives a fall of 0.73 V; the size depends strongly on the assumed starting polarization. A falling voltage alone therefore does not establish a uniform film moving through a region of negative Landau slope.

The chosen $P_s$, $E_c$ and thickness are rough typical values for ferroelectric hafnium-zirconium oxide; $\kappa$ and $\rho$ are assumed. The Landau term has a linear response of its own, $1/(2|a|)$ at $P=\pm P_s$, which adds about 43 to $\kappa=25$. The model film therefore has a total small-signal permittivity of about 68, higher than is usually measured for this material. The swing to −0.70 V should not be taken as a device prediction, because a real film may consist of many grains and switch by domains. With 30 grains in parallel, sharing one field but having built-in fields set at 30 evenly spaced quantiles of a normal distribution of standard deviation 0.3 MV/cm, and all else fixed, the largest fall shrinks from 1.80 to 0.10 V. Built-in fields make the grains differ, and the region of negative slope enlarges the differences. At a shared field, a small difference $\delta P$ between two grains obeys $\rho\,\delta\dot P=-F'(P)\,\delta P$; during the uniform crossing from $-P_i$ to $P_i$ it grows by a factor of about 8500. A spread of only 0.01 MV/cm therefore already reduces the largest fall to 0.75 V. At a spread of 0.3 MV/cm, the remaining fall depends on the sample: 30 fields drawn at random can leave a fall several times larger, while a few hundred evenly spaced ones leave much less and 300 drawn at random still leave roughly 0.04 to 0.12 V. A film of this area would hold far more than 30 grains. Spread and grain number are both assumed, so this shows the sensitivity rather than a measured size.

Thermal switching of small regions may also disturb uniform motion. The zero-field barrier is $|a|P_s^2/4=13$ J/cm³. At 300 K, with an assumed attempt rate of $10^{12}$ s⁻¹, a cube of edge 1.6 nm could cross it thermally in a time as long as the fall, if the energy of its walls is ignored. The barrier shrinks as the field rises and vanishes at $E_c$, so larger regions could switch before the uniform film does: at $0.9E_c$ the same estimate gives an edge of about 5 nm. An interface layer 0.5 nm thick with permittivity 20 would carry 0.56 V at $\sigma=P_s$. That voltage rises with charge and so opposes the fall seen at the terminals.

Other effects are smaller for these numbers. A 10 pF probe in parallel reduces the fall only to 1.790 V, but it adds half of the background capacitance and so shifts the times: the fall starts at 462 ns instead of 419 ns and lasts 524 ns instead of 568 ns. The final field is half of a rough breakdown field of 4 MV/cm. Ideal field-emission tunnelling, with a 2 eV barrier and mass $0.2m_e$, gives about $3\times10^{-12}$ A/cm² at the final field in the zero-temperature formula, and a few times more at 300 K, against a supply current of 20 A/cm² when the fall starts; leakage through defects is not included. With a rough heat capacity of 2.5 J/(cm³ K) and no heat loss, the damping heat alone would warm the film by 3.5 K. Reversible heat from the temperature dependence of $a$ is not included and may be of similar size. All of these side estimates rest on rough or assumed inputs and indicate sizes only.

## Calculated quantities

```
Film thickness: 10.0 nm
Electrode side: 30.0 um
Resistance: 5.0 kohm
Source voltage: 2.00 V
Ps: 20.0 uC/cm2; Ec: 1.00 MV/cm
Background permittivity: 25 (no unit)
Damping rho: 50 ohm m
r = R*A/d: 450 ohm m
Landau a: -0.12990 (MV/cm)/(uC/cm2)
Landau b: 3.2476e-04 (MV/cm)/(uC/cm2)^3
eps: 2.2135 (uC/cm2)/(MV/cm)
Inflection Pi: 11.547 uC/cm2
Final polarization: 25.355 uC/cm2
Atomic unit of field: 5142.21 MV/cm
Atomic unit of polarization: 5721.48 uC/cm2
Time step: 1.0 ns; bound: 76.98 ns
Observed order of scheme: 1.967
Event-time error: 8.6e-03 ns
Fall starts: 419.38 ns
Fall ends: 987.56 ns
Fall duration: 568.18 ns
Voltage at start of fall: 1.0996 V
Voltage at end of fall: -0.6962 V
Voltage fall: 1.7958 V
P at start of fall: -11.349 uC/cm2
P at end of fall: 12.154 uC/cm2
Charge at start of fall: -8.915 uC/cm2
Charge at end of fall: 10.613 uC/cm2
Small-eps limit of fall: 1.8000 V
Small-eps limit of duration: 663.88 ns
Field relaxation time tau: 9.961 ns
Start delay after P=-Pi: 9.93 ns
End delay after P=+Pi: 10.00 ns
Large-eps threshold r/rho: 0.500
Terminal work, whole run: 17.851 J/cm3
Film heat, whole run: 8.715 J/cm3
Stored energy change: 9.136 J/cm3
Fall in domain-wall model: 0.730 V
Grain bias spread: 0.30 MV/cm; grains: 30
Largest fall with grains: 0.101 V
Probe capacitance: 10 pF
Fall with probe: 1.790 V
Interface layer: 0.5 nm, kappa 20
Layer voltage at Ps: 0.565 V
Temperature: 300 K
Assumed attempt rate: 1e+12 1/s
Zero-field barrier: 12.99 J/cm3
Thermally switched cube edge: 1.62 nm
Rough breakdown field: 4.0 MV/cm
Final field/breakdown: 0.50 (no unit)
Tunnel barrier: 2.0 eV; mass: 0.2 me
Tunnel current at final field: 2.7e-12 A/cm2
Supply current at fall start: 20.01 A/cm2
Rough heat capacity: 2.5 J/(cm3 K)
Heating with no heat loss: 3.49 K
```
